# Impact-energy response of a weakly modulated Child-law sheath with fixed edge, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the work done on the ion

### One voltage step

An ion falls from the edge of a plasma sheath to a wall. While it is on its way, the sheath voltage jumps from $V_0$ to $V_0+\Delta V$. The question is how much of the jump appears in the energy with which the ion hits the wall.

Let the sheath edge be at $x=0$ with potential zero, and the wall at $x=s$ with potential $-V$, where $V>0$. The ion has charge $+e$ and starts from rest at the edge. Suppose that at the moment of the jump it has already crossed a fraction $G$ of the potential drop. Its kinetic energy is then $eV_0G$. The jump changes the potential at the ion's position, but it does not change the ion's speed at that instant. If the potential keeps its shape and is merely scaled up, the drop still ahead is $(V_0+\Delta V)(1-G)$. The impact energy is therefore

$$K=eV_0G+e(V_0+\Delta V)(1-G)=eV_0+e\,\Delta V\,(1-G).$$

The ion collects the part of the jump that belongs to the drop still ahead of it. To express this in terms of time, $G$ is needed as a function of the time since the ion left the edge. In a Child-law sheath the answer, derived below, is $G=p^4$, where $p$ is the elapsed time divided by the transit time at voltage $V_0$. A jump halfway through the transit time finds $G=1/16$, so the ion still collects $15/16$ of it. The voltage matters mostly near the end of the flight.

Since $1-p_1^4=\int_{p_1}^1 4p^3\,dp$, a step that begins at $p_1$ and lasts until impact acts as if the voltage were averaged with the weight $4p^3$. The rest of this half shows that the same weight holds for any weak modulation.

### The static sheath and the ion's timetable

The static sheath is collisionless, contains no electrons, and carries a steady ion current density $J$. Write the potential as $\phi=-U(x)$, with $U(0)=0$ and $U(s)=V_0$. Energy conservation gives the ion speed $v=(2eU/M)^{1/2}$, where $M$ is the ion mass, and continuity gives the density $n=J/(ev)$. Poisson's equation $\phi''=-en/\varepsilon_0$ becomes

$$U''=\frac{J}{\varepsilon_0}\left(\frac{M}{2e}\right)^{1/2}U^{-1/2}.$$

The Child-law condition is that the field also vanishes at the edge, $U'(0)=0$. Multiply by $U'$ and integrate from the edge:

$$\tfrac12U'^2=\frac{2J}{\varepsilon_0}\left(\frac{M}{2e}\right)^{1/2}U^{1/2}.$$

Take the positive root, because $U$ rises toward the wall, and divide by $U^{1/4}$:

$$U^{-1/4}U'=2\left(\frac{J}{\varepsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}.$$

The right side is constant, so a second integration gives $\tfrac43U^{3/4}$ proportional to $x$. With $U(s)=V_0$ this means

$$U=V_0\left(\frac{x}{s}\right)^{4/3}.$$

Setting $x=s$ in the integrated equation and squaring gives $\tfrac{16}{9}V_0^{3/2}=4(J/\varepsilon_0)(M/2e)^{1/2}s^2$. In terms of the static impact speed $v_0=(2eV_0/M)^{1/2}$ this reads

$$J=\frac{4\varepsilon_0v_0V_0}{9s^2}.$$

The speed on the way is $v=v_0(x/s)^{2/3}$. The time needed to reach $x$ is

$$t=\int_0^x\frac{dx'}{v_0(x'/s)^{2/3}}=\frac{3s}{v_0}\left(\frac{x}{s}\right)^{1/3}.$$

Hence the transit time is $T=3s/v_0$, and with $p=t/T$ the path is

$$\frac{x}{s}=p^3,\qquad G=\left(\frac{x}{s}\right)^{4/3}=p^4.$$

One point needs care. The field is zero at the edge, so an ion placed there at rest could also stay there. The path above is the one that leaves at $t=0$. It is the limit of motion with a small entry speed: the integral for the transit time converges at $x=0$, so it tends to $3s/v_0$ as the entry speed tends to zero.

### Any weak modulation

Now let the wall voltage be $V(t)=V_0+u(t)$, with $|u|$ much smaller than $V_0$. Two assumptions define the model. The edge and the wall stay in place, and the potential keeps its Child shape at every instant:

$$\phi(x,t)=-V(t)\,G(x),\qquad G(x)=\left(\frac{x}{s}\right)^{4/3}.$$

The second assumption does not follow from the first. The second half examines what it requires of the ion density.

The force on the ion is $-e\,\partial\phi/\partial x=eV(t)\,dG/dx$, directed toward the wall. The power it delivers is force times speed:

$$\frac{d}{dt}\left(\tfrac12Mv^2\right)=eV(t)\frac{dG}{dx}\frac{dx}{dt}=eV(t)\frac{dG}{dt}.$$

Because $V(t)$ stays positive, the ion does not turn back, and $G$ rises steadily from 0 to 1. It can therefore serve as the integration variable. Let $t_G$ be the time at which the ion passes the level $G$. Then

$$K=e\int_0^1V(t_G)\,dG=eV_0+e\int_0^1u(t_G)\,dG.$$

No approximation has been made in this step. All dependence on the ion's actual motion sits in $t_G$.

The approximation comes next. The factor $u$ is already of first order. The modulation also changes the times $t_G$, by amounts proportional to $u$ at leading order, as the second half shows. Using the static timetable in place of the actual one therefore causes an error of second order. Let $t_i$ be the time of impact. On the static timetable $G=p^4$ is passed at $t_i-T(1-p)$, and $dG=4p^3\,dp$. The result is

$$\boxed{K=eV_0+e\int_0^14p^3\,u\big(t_i-T(1-p)\big)\,dp}$$

to first order in $u$. The weight is the rate at which the ion crosses the potential drop. It integrates to one, so a constant $u$ gives $K=e(V_0+u)$, as it must.

Integration by parts gives an equivalent form. At $p=1$ the boundary term is $u(t_i)$, and at $p=0$ it vanishes because of the factor $p^4$:

$$K=eV_0+e\,u(t_i)-e\int_{p=0}^{p=1}p^4\,du.$$

The ion would receive the full voltage at impact if the voltage did not change during the flight. Each change $du$ is reduced by the fraction $p^4$ of the drop that the ion had already crossed when the change came.

### How late the ion reads the voltage

The mean of $p$ under the weight is $\int_0^14p^4\,dp=4/5$. For a slow linear ramp $u=rt$ the integral gives $K=eV_0+er(t_i-T/5)$. In this model, with fixed edge and fixed shape, the ion reports the voltage as it was $T/5$ before impact. As a test, the full equation of motion was integrated for $V=V_0(1\pm0.001\,t/T)$ with release at $t=0$, and the delay came out as $0.2000\,T$.

The last quarter of the transit time carries the weight $1-(3/4)^4=0.684$.

### Sinusoidal modulation

Let $u(t)=V_1\cos\omega t$. Write the cosine as the real part of $e^{i\omega t}$ and set $a=i\omega T$. Then

$$K-eV_0=eV_1\,\mathrm{Re}\left[F\,e^{i\omega t_i}\right],\qquad F=\int_0^14p^3e^{-a(1-p)}\,dp.$$

Define $I_n=\int_0^1p^ne^{-a(1-p)}\,dp$. Integration by parts gives, for $n\ge1$,

$$I_n=\frac1a-\frac na I_{n-1},\qquad I_0=\frac{1-e^{-a}}{a}.$$

Three applications lead from $I_3$ to $I_0$:

$$I_3=\frac1a-\frac3{a^2}+\frac6{a^3}-\frac6{a^3}I_0.$$

Since $F=4I_3$,

$$F=\frac4a-\frac{12}{a^2}+\frac{24}{a^3}-\frac{24\,(1-e^{-a})}{a^4}.$$

Ions that arrive at all phases of the modulation have energies between $eV_0-eV_1|F|$ and $eV_0+eV_1|F|$. The full width of the energy band is

$$\Delta E=2eV_1|F|.$$

This needs no knowledge of how many ions arrive at each phase, provided that some arrive at the two extremes.

For slow drive, expand in $\omega T$. With $z=1-p$ and angle brackets for the average under $4p^3$,

$$F\approx1-i\omega T\langle z\rangle-\tfrac12(\omega T)^2\langle z^2\rangle,$$

$$|F|^2\approx1-(\omega T)^2\left(\langle z^2\rangle-\langle z\rangle^2\right).$$

The variance of $z$ equals that of $p$, which is $2/3-(4/5)^2=2/75$. Taking the square root halves the correction:

$$|F|\approx1-\frac{(\omega T)^2}{75}.$$

The small coefficient reflects how narrow the weight is. The ion samples the voltage over a spread of only $\sqrt{2/75}\,T\approx0.16\,T$.

For fast drive the first term dominates, $F\approx4/(i\omega T)$, and with $T=3s/v_0$

$$\Delta E\approx\frac{8eV_1v_0}{3\omega s}.$$

The factor $1/i$ means that the energy lags a quarter cycle behind the voltage. Contributions from the interior of the flight largely cancel, and what remains comes from the abrupt end of the weight at the wall.

### An argon sheath

Take Ar$^+$ ions striking a biased wafer in a low-pressure inductively coupled plasma. The following are rough typical values: electron temperature 3 eV, density at the sheath edge $3.0\times10^{10}$ cm$^{-3}$, and mean sheath voltage $V_0=200$ V. The modulation amplitude is set to $V_1=20$ V, so that it is weak.

The ion current is set by the Bohm speed, $u_B=2.692$ km/s, which is the speed $(eT_e/M)^{1/2}$ with $T_e$ in volts. With the edge density $n_s$,

$$J=en_su_B=1.294\ \text{mA/cm}^2.$$

The impact speed is $v_0=31.08$ km/s. Solving the Child law for $s$ gives, with $J=12.94$ A/m$^2$,

$$s=\left(\frac{4\varepsilon_0v_0V_0}{9J}\right)^{1/2}=1.375\ \text{mm},$$

$$T=\frac{3\times1.375\ \text{mm}}{31.08\ \text{km/s}}=132.7\ \text{ns}.$$

The mean reading delay is $T/5=26.5$ ns. The Bohm speed enters here through the current alone; the ions still start at rest in the model.

At 13.56 MHz, $\omega T=11.31$ and $|F|=0.348$. The width is

$$\Delta E=2\times20\ \text{eV}\times0.348=13.9\ \text{eV}.$$

The fast-drive formula gives 14.15 eV, and the energy lags the voltage by $74.5^\circ$, on the way to the limiting $90^\circ$.

At 2 MHz, $\omega T=1.668$ and $|F|=0.964$, so the width is 38.6 eV, close to the 40 eV of a very slow drive. The slow-drive expansion gives $1-1.668^2/75=0.963$. The fast-drive formula would give 96 eV here. That exceeds the full swing of the voltage, and it shows that the formula does not apply at this $\omega T$.

## Second derivation: the disturbed path, and what each derivation assumes

The wall voltage is $V(t)=V_0+u(t)$, with $u=V_1\cos\omega t$ when it is sinusoidal. The sheath extends from $x=0$ to $x=s$, the static impact speed is $v_0=(2eV_0/M)^{1/2}$, the transit time is $T=3s/v_0$, and $p$ is elapsed time over $T$. The potential is $-V(t)(x/s)^{4/3}$, and the static path is $x/s=p^3$. The first half found that the impact energy is $eV_0$ plus $e$ times the average of $u$ with weight $4p^3$, and that the sinusoidal width is $\Delta E=2eV_1|F|$. The argon example has $s=1.375$ mm, $T=132.7$ ns, $V_0=200$ V and $V_1=20$ V.

The second derivation does not use energy until its last line. It follows how the modulation shifts the ion, and then asks how fast the ion moves when it meets the wall.

### The linearised equation of motion

Let $\xi=x/s$. Newton's law with the model potential is

$$M\frac{d^2x}{dt^2}=\frac{4eV(t)}{3s}\,\xi^{1/3}.$$

Change to $p=t/T$, counted from release. Then $d^2\xi/dp^2=(T^2/s)\,d^2x/dt^2$, and inserting $T^2=9s^2/v_0^2$ gives

$$\frac{d^2\xi}{dp^2}=\frac{12\,eV}{Mv_0^2}\,\xi^{1/3}=6\,(1+f)\,\xi^{1/3},\qquad f(p)=\frac{u}{V_0}.$$

The last step uses $Mv_0^2=2eV_0$. For $f=0$ the path $\xi=p^3$ satisfies the equation, since both sides equal $6p$.

Write $\xi=p^3+\eta$, with $\eta$ of first order. Then $\xi^{1/3}\approx p+\eta/(3p^2)$. Multiply out, cancel $6p$, and drop the product $f\eta$, which is of second order:

$$\eta''=\frac{2\eta}{p^2}+6pf.$$

Without the source term, a power $p^n$ is a solution if $n(n-1)=2$, so $n=2$ or $n=-1$. To include the source, let the coefficients vary:

$$\eta=p^2C(p)+\frac{D(p)}{p},\qquad p^2C'+\frac{D'}{p}=0.$$

The second relation is a free choice that keeps derivatives of $C$ and $D$ out of $\eta'$. It follows that $\eta'=2pC-D/p^2$. Differentiating once more and inserting into the equation leaves

$$2pC'-\frac{D'}{p^2}=6pf.$$

The free choice gives $D'=-p^3C'$. The left side becomes $3pC'$, hence $C'=2f$ and $D'=-2p^3f$. With

$$A(p)=\int_0^pf(q)\,dq,\qquad B(p)=\int_0^pq^3f(q)\,dq,$$

the solution is

$$\eta=2p^2A-\frac{2B}{p},\qquad \eta'=4pA+\frac{2B}{p^2}.$$

The integrals start at zero for physical reasons. An added constant in $D$ would make $\eta$ infinite at the edge. An added constant in $C$ would add a term in $p^2$. Since $(p+c)^3\approx p^3+3cp^2$, such a term is a shift of the release time, which has been fixed at $p=0$.

The linearisation must also hold near the edge, where the static displacement itself tends to zero. If $|f|\le m$, then $|A|\le mp$ and $|B|\le mp^4/4$, so

$$|\eta|\le\tfrac52\,m\,p^3.$$

The shift remains a small fraction of $p^3$ along the whole path when $m$ is small.

The work argument has given the first-order impact energy as an average of the voltage with weight $4p^3$, and the second derivation has so far found the shift $\eta$ of the ion's path. It remains to obtain the impact energy from that path, to compare the two derivations, and to examine what the fixed potential shape requires and how large the neglected effects are.

Numerical values quoted here were computed with a short program.
